# Band Pairing on the Zone-Boundary Plane of Bulk 2H MoS2: a numerical check

```python
"""
Result under test: in a spinless, time-reversal-symmetric crystal with the screw
S: (x,y,z) -> (-x,-y,z+c/2), as in bulk 2H MoS2, all bands are paired at kz = pi/c.
Theta = (complex conjugation)*S obeys Theta^2 = exp(-i kz c), which is -1 there.
Symbols: c = two-layer period, q = in-plane wavevector, tau = interlayer hopping,
lam = half the spin-orbit splitting of one layer. Units: nm, eV.
The Gaussian-well crystal has the symmetry of 2H MoS2, not its true band energies.
"""
import itertools
import numpy as np
from scipy import constants as sc

A_LAT, C_LAT = 0.316, 1.23
KIN = sc.hbar**2 / (2 * sc.m_e) / sc.e * 1e18      # hbar^2/2m in eV nm^2
WIDTH, ECUT = 0.05, 100.0                         # well width nm, cutoff eV
D_MO, D_S, D_EXTRA = 60.0, 40.0, 30.0             # well depths eV
CELL = np.array([[A_LAT, 0, 0],
                 [-A_LAT / 2, A_LAT * np.sqrt(3) / 2, 0],
                 [0, 0, C_LAT]])
LAYER1 = [((1/3, 2/3, 0.25), D_MO), ((2/3, 1/3, 0.12), D_S), ((2/3, 1/3, 0.38), D_S)]
LAYER2 = [((2/3, 1/3, 0.75), D_MO), ((1/3, 2/3, 0.62), D_S), ((1/3, 2/3, 0.88), D_S)]
CRYSTAL = LAYER1 + LAYER2
TRIAL = np.array(list(itertools.product(range(-5, 6), range(-5, 6), range(-14, 15))))


def reciprocal(cell):
    return 2 * np.pi * np.linalg.inv(cell).T


def basis(kfrac, cell=CELL):
    wave = (TRIAL + np.array(kfrac)) @ reciprocal(cell)
    return TRIAL[KIN * np.sum(wave**2, axis=1) < ECUT]


def potential(index, cell, atoms):
    """Fourier coefficients of a sum of Gaussian wells."""
    g2 = np.sum((index @ reciprocal(cell))**2, axis=-1)
    volume = abs(np.linalg.det(cell))
    shape = -(2 * np.pi)**1.5 * WIDTH**3 / volume * np.exp(-g2 * WIDTH**2 / 2)
    return shape * sum(d * np.exp(-2j * np.pi * (index @ np.array(p))) for p, d in atoms)


def hamiltonian(kfrac, m, cell=CELL, atoms=CRYSTAL, odd_atoms=None, odd_length=0.02):
    """Optional odd term: odd_length * {f(r), p_z/hbar}/2, f = zero-mean wells."""
    wave = (m + np.array(kfrac)) @ reciprocal(cell)
    diff = m[:, None, :] - m[None, :, :]
    h = potential(diff, cell, atoms) + np.diag(KIN * np.sum(wave**2, axis=1))
    if odd_atoms is not None:
        f = potential(diff, cell, odd_atoms)
        np.fill_diagonal(f, 0)
        h = h + odd_length * f * (wave[:, None, 2] + wave[None, :, 2]) / 2
    return h


def levels(kfrac, **kw):
    m = basis(kfrac, kw.get("cell", CELL))
    return np.linalg.eigvalsh(hamiltonian(kfrac, m, **kw))


def worst_pair(e, count=None):
    e = e[:count] if count else e[:len(e) // 2 * 2]
    return np.max(e[1::2] - e[::2])


def shifted(layer, move):
    return [(tuple(np.array(p) + move), d) for p, d in layer]


# All bands at generic and high-symmetry points of the plane
rng = np.random.default_rng(4)
points = [(0, 0), (0.5, 0), (1/3, 1/3)] + [tuple(x) for x in rng.uniform(-0.5, 0.5, (5, 2))]
plane_worst = 0.0
for q1, q2 in points:
    e = levels((q1, q2, 0.5))
    assert len(e) % 2 == 0
    plane_worst = max(plane_worst, worst_pair(e))
assert plane_worst < 1e-9

K_PLANE, K_ZERO = (0.17, 0.29, 0.5), (0.17, 0.29, 0.0)
m_plane = basis(K_PLANE)
e_plane, v_plane = np.linalg.eigh(hamiltonian(K_PLANE, m_plane))
m_zero = basis(K_ZERO)
e_zero, v_zero = np.linalg.eigh(hamiltonian(K_ZERO, m_zero))
between_pairs = np.min(e_plane[2:20:2] - e_plane[1:19:2])
zero_split = worst_pair(e_zero, 20)
assert between_pairs > 1e-3 and zero_split > 1e-3

# Changes that keep the screw and time reversal
slid = LAYER1 + shifted(LAYER2, np.array([0.11, 0.23, 0]))
strain = np.array([[1.03, 0.02, 0], [0.01, 0.98, 0], [0, 0, 1]])
extra = [((0.13, 0.41, 0.07), D_EXTRA), ((-0.13, -0.41, 0.57), D_EXTRA)]
kept = {
    "one layer slid sideways": worst_pair(levels(K_PLANE, atoms=slid)),
    "in-plane strain": worst_pair(levels(K_PLANE, cell=CELL @ strain)),
    "inversion and mirrors removed": worst_pair(levels(K_PLANE, atoms=CRYSTAL + extra)),
}
assert all(x < 1e-9 for x in kept.values())

# Changes that break the screw or time reversal
uneven = LAYER1 + shifted(LAYER2, np.array([0, 0, 0.02]))
unequal = LAYER1 + [(p, 0.95 * d) for p, d in LAYER2]
broken = {
    "alternating layer gaps": worst_pair(levels(K_PLANE, atoms=uneven), 20),
    "unequal layers (5% depth)": worst_pair(levels(K_PLANE, atoms=unequal), 20),
    "time reversal broken, screw kept": worst_pair(
        levels(K_PLANE, atoms=CRYSTAL + extra, odd_atoms=extra), 20),
}
assert all(x > 1e-3 for x in broken.values())

# Theta acting on wavefunctions in real space
grid = np.array(list(itertools.product(np.arange(12) / 12, np.arange(12) / 12,
                                       np.arange(48) / 48)))


def wavefunction(kfrac, m, coeff):
    return lambda r: np.exp(2j * np.pi * (r @ (m + np.array(kfrac)).T)) @ coeff


def theta(func):
    return lambda r: np.conj(func(r * np.array([-1, -1, 1]) - np.array([0, 0, 0.5])))


def theta_data(kfrac, m, coeff):
    psi = wavefunction(kfrac, m, coeff)
    value, image, twice = psi(grid), theta(psi)(grid), theta(theta(psi))(grid)
    square = np.mean(np.conj(value) * twice)
    assert np.max(abs(twice - square * value)) < 1e-9
    return square, abs(np.mean(np.conj(value) * image)), image


sq_plane, overlap_plane, image = theta_data(K_PLANE, m_plane, v_plane[:, 6])
sq_zero, overlap_zero, _ = theta_data(K_ZERO, m_zero, v_zero[:, 6])
partner = wavefunction(K_PLANE, m_plane, v_plane[:, 7])(grid)
partner_weight = abs(np.mean(np.conj(partner) * image))**2
assert abs(sq_plane + 1) < 1e-9 and abs(sq_zero - 1) < 1e-9
assert overlap_plane < 1e-9 and abs(overlap_zero - 1) < 1e-7
assert abs(partner_weight - 1) < 1e-7
k_mid = (0.17, 0.29, 0.2)
m_mid = basis(k_mid)
_, v_mid = np.linalg.eigh(hamiltonian(k_mid, m_mid))
sq_mid, _, _ = theta_data(k_mid, m_mid, v_mid[:, 6])
assert abs(sq_mid - np.exp(-2j * np.pi * k_mid[2])) < 1e-9

# Velocities inside pairs, compared with finite differences of the levels
wave = (m_plane + np.array(K_PLANE)) @ reciprocal(CELL)
step = 1e-4
k_off = np.array(K_PLANE) + np.array([0, 0, step * C_LAT / (2 * np.pi)])
e_off = np.linalg.eigvalsh(hamiltonian(k_off, m_plane))
slopes, slope_error = [], 0.0
for j in range(0, 20, 2):
    pair = v_plane[:, j:j + 2]
    vz = pair.conj().T @ (2 * KIN * wave[:, 2:3] * pair)
    assert abs(np.trace(vz)) < 1e-8
    for axis in (0, 1):
        vp = pair.conj().T @ (2 * KIN * wave[:, axis:axis + 1] * pair)
        assert np.max(abs(vp - np.trace(vp) / 2 * np.eye(2))) < 1e-8
    slope = np.linalg.eigvalsh(vz)[1]
    measured = (e_off[j + 1] - e_off[j]) / (2 * step)
    slope_error = max(slope_error, abs(measured - slope))
    slopes.append(slope)
assert slope_error < 1e-3 and max(slopes) > 0.01

# With spin, Theta^2 remains -1 on the plane
sx, sy, sz = (np.array(s) for s in ([[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]))
spin_part = (-1j * sz) @ (1j * sy)
assert np.allclose(spin_part @ spin_part.conj() * np.exp(-1j * np.pi), -np.eye(2))


# One orbital per layer: explicit hopping sums against the closed dispersion
def split_formula(tau, lam, kz):
    return 2 * np.sqrt(lam**2 + 4 * abs(tau)**2 * np.cos(kz * C_LAT / 2)**2)


hop_error = 0.0
for with_spin_orbit in (False, True):
    in_plane = [(rng.normal(size=2), rng.normal() + 1j * with_spin_orbit * rng.normal())
                for _ in range(4)]
    across = [(rng.normal(size=2), rng.normal()) for _ in range(4)]
    hops = []
    for d, amp in in_plane:
        hops += [(0, 0, (*d, 0), amp), (1, 1, (*-d, 0), amp)]
    for d, amp in across:
        hops += [(0, 1, (*d, C_LAT / 2), amp), (1, 0, (*-d, C_LAT / 2), amp)]
    for _ in range(10):
        k = rng.normal(size=3) * 3
        h = np.zeros((2, 2), complex)
        for start, end, move, amp in hops:
            h[end, start] += amp * np.exp(-1j * np.dot(k, move))
        h = h + h.conj().T
        tau = sum(t * np.exp(-1j * np.dot(k[:2], d)) for d, t in across)
        eps = sum(2 * s.real * np.cos(np.dot(k[:2], d)) for d, s in in_plane)
        lam = sum(2 * s.imag * np.sin(np.dot(k[:2], d)) for d, s in in_plane)
        half = split_formula(tau, lam, k[2]) / 2
        hop_error = max(hop_error, np.max(abs(np.linalg.eigvalsh(h) - [eps - half, eps + half])))
assert hop_error < 1e-10

# Worked example and the effects left out
TAU_CENTRE, TAU_CORNER, LAM_CORNER = 0.30, 0.04, 0.075
TEMP, FIELD, N_LAYERS, ALTERNATION = 300.0, 0.1, 8, 0.01
MOBILITY, MASS = 100.0, 0.5
kT = sc.k * TEMP / sc.e
kz_edge = np.pi / C_LAT
velocity = TAU_CENTRE * sc.e * C_LAT * 1e-9 / sc.hbar * 100
window = 2 / C_LAT * np.arcsin(kT / (4 * TAU_CENTRE))
assert abs(split_formula(TAU_CENTRE, 0, kz_edge - window) - kT) < 1e-12
dk = 1e-5
numeric_v = split_formula(TAU_CENTRE, 0, kz_edge - dk) / (2 * dk) * sc.e * 1e-9 / sc.hbar * 100
assert abs(numeric_v / velocity - 1) < 1e-6

t_up, t_down = TAU_CENTRE * (1 + ALTERNATION), TAU_CENTRE * (1 - ALTERNATION)
cross = t_up * np.exp(-1j * np.pi / 2) + t_down * np.exp(1j * np.pi / 2)
alt_split = np.ptp(np.linalg.eigvalsh(np.array([[0, np.conj(cross)], [cross, 0]])))
assert abs(alt_split - 2 * abs(t_up - t_down)) < 1e-12

field_step = FIELD * 1e8 * C_LAT / 2 * 1e-9        # eV per layer


def film_gap(potential_step):
    h = np.diag(potential_step * np.arange(N_LAYERS))
    h = h + TAU_CENTRE * (np.eye(N_LAYERS, k=1) + np.eye(N_LAYERS, k=-1))
    e = np.linalg.eigvalsh(h)
    return e[N_LAYERS // 2] - e[N_LAYERS // 2 - 1]


gap_film, gap_field = film_gap(0.0), film_gap(field_step)
assert abs(gap_film - 4 * TAU_CENTRE * np.sin(np.pi / (2 * (N_LAYERS + 1)))) < 1e-12
scatter_time = MOBILITY * 1e-4 * MASS * sc.m_e / sc.e
broadening = sc.hbar / scatter_time / sc.e

print(f"Cell: a = {A_LAT} nm, c = {C_LAT} nm; pi/c = {kz_edge:.4f} nm^-1")
print(f"Wells: Mo {D_MO:.0f} eV, S {D_S:.0f} eV, width {WIDTH} nm; cutoff {ECUT:.0f} eV")
print(f"Plane waves at the generic point: {len(m_plane)}")
print(f"Generic point, fractions of reciprocal vectors: {K_PLANE[:2]}")
print("Lowest 6 levels, kz=pi/c (eV):", " ".join(f"{x:.4f}" for x in e_plane[:6]))
print("Lowest 6 levels, kz=0 (eV):", " ".join(f"{x:.4f}" for x in e_zero[:6]))
print(f"Largest pair splitting, all bands, {len(points)} points, kz=pi/c: {plane_worst:.1e} eV")
print(f"Smallest gap between the lowest 10 pairs, kz=pi/c: {between_pairs:.4f} eV")
print(f"Largest splitting in lowest 10 would-be pairs, kz=0: {zero_split:.4f} eV")
for name, value in kept.items():
    print(f"Pairing kept, {name}: largest splitting {value:.1e} eV")
for name, value in broken.items():
    print(f"Pairing lost, {name}: largest splitting {value:.4f} eV")
print(f"Theta squared: {sq_plane.real:.6f} at kz=pi/c, {sq_zero.real:.6f} at kz=0")
print(f"Overlap |<psi|Theta psi>|: {overlap_plane:.1e} at kz=pi/c, {overlap_zero:.6f} at kz=0")
print(f"Weight of Theta psi on the partner state: {partner_weight:.6f}")
print(f"Largest kz slope among 10 pairs: +/-{max(slopes):.4f} eV nm")
print(f"Largest slope error against finite differences: {slope_error:.1e} eV nm")
print(f"Layer-model error against hopping sums: {hop_error:.1e} (model energy unit)")
print(f"Example: tau centre {TAU_CENTRE} eV, tau corner {TAU_CORNER} eV, lam {LAM_CORNER} eV")
for label, fraction in (("0", 0), ("pi/2c", 0.5), ("pi/c", 1)):
    kz = fraction * kz_edge
    a = split_formula(TAU_CENTRE, 0, kz)
    b = split_formula(TAU_CORNER, 0, kz)
    d = split_formula(TAU_CORNER, LAM_CORNER, kz)
    print(f"Splitting at kz={label}: centre {a:.4f}, corner {b:.4f}, "
          f"corner with spin-orbit {d:.4f} eV")
print(f"Crossing velocity on the centre line: {velocity:.3e} cm/s")
print(f"kT at {TEMP:.0f} K: {kT:.5f} eV")
print(f"Distance from plane where centre splitting = kT: {window:.5f} nm^-1")
print(f"That distance as a fraction of pi/c: {window / kz_edge:.5f}")
print(f"Spin-orbit splitting at corner, kz=pi/c, over kT: {2 * LAM_CORNER / kT:.2f}")
print(f"Hopping alternation +/-{100 * ALTERNATION:.0f}%: centre splitting {alt_split:.4f} eV")
print(f"Film: {N_LAYERS} layers, {N_LAYERS * C_LAT / 2:.2f} nm; middle gap {gap_film:.4f} eV")
print(f"Field {FIELD} MV/cm: step per layer {field_step:.5f} eV")
print(f"Film middle gap in that field: {gap_field:.4f} eV")
print(f"Mobility {MOBILITY:.0f} cm2/Vs, mass {MASS} m_e: time {scatter_time * 1e15:.1f} fs")
print(f"Collision broadening hbar/time: {broadening:.4f} eV")
print("no test failed")
```

Printed output:

```
Cell: a = 0.316 nm, c = 1.23 nm; pi/c = 2.5541 nm^-1
Wells: Mo 60 eV, S 40 eV, width 0.05 nm; cutoff 100 eV
Plane waves at the generic point: 236
Generic point, fractions of reciprocal vectors: (0.17, 0.29)
Lowest 6 levels, kz=pi/c (eV): -11.1489 -11.1489 -3.5125 -3.5125 -3.0189 -3.0189
Lowest 6 levels, kz=0 (eV): -11.1570 -11.1326 -3.5785 -3.3643 -3.2310 -2.8687
Largest pair splitting, all bands, 8 points, kz=pi/c: 3.6e-13 eV
Smallest gap between the lowest 10 pairs, kz=pi/c: 0.4935 eV
Largest splitting in lowest 10 would-be pairs, kz=0: 1.2857 eV
Pairing kept, one layer slid sideways: largest splitting 2.3e-13 eV
Pairing kept, in-plane strain: largest splitting 3.4e-13 eV
Pairing kept, inversion and mirrors removed: largest splitting 3.1e-13 eV
Pairing lost, alternating layer gaps: largest splitting 0.3644 eV
Pairing lost, unequal layers (5% depth): largest splitting 1.2584 eV
Pairing lost, time reversal broken, screw kept: largest splitting 0.2342 eV
Theta squared: -1.000000 at kz=pi/c, 1.000000 at kz=0
Overlap |<psi|Theta psi>|: 1.8e-17 at kz=pi/c, 1.000000 at kz=0
Weight of Theta psi on the partner state: 1.000000
Largest kz slope among 10 pairs: +/-0.8130 eV nm
Largest slope error against finite differences: 1.2e-09 eV nm
Layer-model error against hopping sums: 2.7e-15 (model energy unit)
Example: tau centre 0.3 eV, tau corner 0.04 eV, lam 0.075 eV
Splitting at kz=0: centre 1.2000, corner 0.1600, corner with spin-orbit 0.2193 eV
Splitting at kz=pi/2c: centre 0.8485, corner 0.1131, corner with spin-orbit 0.1879 eV
Splitting at kz=pi/c: centre 0.0000, corner 0.0000, corner with spin-orbit 0.1500 eV
Crossing velocity on the centre line: 5.606e+07 cm/s
kT at 300 K: 0.02585 eV
Distance from plane where centre splitting = kT: 0.03503 nm^-1
That distance as a fraction of pi/c: 0.01372
Spin-orbit splitting at corner, kz=pi/c, over kT: 5.80
Hopping alternation +/-1%: centre splitting 0.0120 eV
Film: 8 layers, 4.92 nm; middle gap 0.2084 eV
Field 0.1 MV/cm: step per layer 0.00615 eV
Film middle gap in that field: 0.2083 eV
Mobility 100 cm2/Vs, mass 0.5 m_e: time 28.4 fs
Collision broadening hbar/time: 0.0232 eV
no test failed
```
